Transmission of a long circular tube in free molecular flow

**1. Definitions and conventions**

A circular tube has radius R, diameter d = 2R and length L. Its axis is z, with the entrance at z = 0 and the exit at z = L. A gas of number density n, temperature T and molecular mass m fills the space before the entrance. Behind the exit there is vacuum. The transmission probability W is the fraction of entering molecules that finally leave through the exit.

The following is assumed throughout, unless stated otherwise.

- The flow is steady, and collisions between molecules are negligible inside the tube.
- The wall has temperature T. It re-emits every molecule diffusely: the new direction follows the cosine law about the wall normal and has no memory of the old one.
- There is no net sticking, reaction or surface diffusion.

The result for a long tube is a limit:

W L/d → 4/3 as L/d → ∞, or W ≈ 4d/(3L).

At finite length the following bounds hold, and they are proved in section 6:

1 − √(3d/L) ≤ W/(4d/(3L)) ≤ 1.

In a Maxwellian gas the mean speed is v̄ = √(8k_BT/(πm)). Directions are isotropic, so the flux onto one side of a plane is

Γ = n v̄ ∫₀^(π/2) cosθ (2π sinθ dθ)/(4π) = n v̄/4.

The part of this flux within a solid angle dΩ at angle θ to the normal is Γ cosθ dΩ/π. Entering molecules therefore also obey the cosine law.

The wall emits Γu(z) molecules per area and time, which defines the dimensionless profile u(z). Without sticking, this is also the flux arriving at the wall. An equilibrium gas of density n u(z) would give the same wall flux, so n u is the density used in the diffusion law.

**2. Flight without a wall collision**

Let P(z) be the probability that an entering molecule reaches depth z before touching the wall. Let s be the distance from its entry point to the wall, measured in the cross-section along its transverse direction. The molecule reaches depth z if z tanθ < s. For a given entry point and transverse direction, the cosine law gives, per unit transverse angle,

(1/π) ∫ cosθ sinθ dθ = (1/(2π)) s²/(s² + z²),

because the upper limit has sin²θ = s²/(s² + z²).

This must be averaged over the entrance disc. For a fixed transverse direction, divide the disc into parallel chords at offset p from the centre, with length ℓ = 2√(R² − p²). Along a chord s runs from 0 to ℓ, and the area element is dp ds. All transverse directions contribute equally, so their integral supplies 2π:

P(z) = (1/(πR²)) ∫₋R^R dp ∫₀^ℓ ds s²/(s² + z²)
= (1/(πR²)) ∫₋R^R dp [ℓ − z arctan(ℓ/z)].

Integrate by parts in p. The bracket vanishes at p = ±R, its derivative with respect to ℓ is ℓ²/(ℓ² + z²), and dℓ/dp = −4p/ℓ. Hence

πR² P = ∫₋R^R dp 4p²ℓ/(ℓ² + z²).

With p = R sinα and ℓ = 2R cosα, the integrand becomes 8R⁴ sin²α cos²α/(4R²cos²α + z²). Writing 4R²cos²α as (4R²cos²α + z²) − z² gives

πR² P = πR² − 2R²z² I,
I = ∫ dα sin²α/(4R²cos²α + z²), −π/2 < α < π/2.

Put t = tanα and b = √(z² + 4R²). Then

I = ∫ dt t²/[(1 + t²)(z²t² + b²)]
= (1/(b² − z²)) ∫ dt [b²/(z²t² + b²) − 1/(1 + t²)]
= π(b/z − 1)/(b² − z²) = π/[z(b + z)],

where t runs over the whole real line. Therefore

P(z) = 1 − 2z/(b + z) = (b − z)/(b + z) = 4R²/(b + z)².

The last form uses b² − z² = 4R² and avoids cancellation at large z. Since b ≥ z, it also gives P ≤ R²/z².

For the integral of P, set z = 2R sinh q. Then b = 2R cosh q and P = e^(−2q), so

∫₀^∞ P dz = R ∫₀^∞ (e^(−q) + e^(−3q)) dq = 4R/3 = 2d/3.

The density of first wall hits is f = −dP/dz. From P = e^(−2q) and dz = b dq one finds f = 2P/b. It is positive and decreasing, with f(0) = 1/R.

**3. Current through a cross-section**

Let H(x) be the probability that the next flight of a wall molecule crosses the section at distance x on one chosen side. To find it, imagine an infinite tube filled with equilibrium gas. Molecules that cross a section in one direction and first hit the wall between x and x + dx number πR²Γ f(x)dx per time. Equilibrium makes the reversed flights equally frequent, and their number is 2πR dx Γ H(x). Hence

H(x) = (R/2) f(x).

As a check, H(0) = 1/2: half of all wall molecules leave toward each side. H depends on geometry and the cosine law alone, so it also applies out of equilibrium.

The net current through the tube is πR²ΓW and is the same at every section ζ. It consists of entering molecules on their first flight, plus wall molecules from the left, minus wall molecules from the right. A wall strip dz contributes 2πR dz Γu H = πR²Γ u f dz. After division by πR²Γ,

W = P(ζ) + ∫₀^ζ u(z) f(ζ − z) dz − ∫_ζ^L u(z) f(z − ζ) dz. (A)

Differentiate (A) with respect to ζ. Each moving limit contributes u(ζ)f(0) = u(ζ)/R, and

0 = −f(ζ) + 2u(ζ)/R + ∫₀^L u(z) f′(|ζ − z|) dz.

Multiplication by R/2 gives the wall balance

u(ζ) = H(ζ) + ∫₀^L K(|ζ − z|) u(z) dz, K = −dH/dx ≥ 0. (B)

K is the probability density for the axial landing point of a wall flight. Equation (B) therefore has a second reading. A molecule at ζ leaves through the entrance on its next flight with probability H(ζ), or it lands at z and starts again. Each flight leaves the tube with at least a fixed positive probability, so repeated substitution of (B) converges to one bounded solution. Thus u(z) is the probability that a molecule leaving the wall at z finally exits through the entrance, and 1 − u(z) is the probability that it exits at the far end. It follows that 0 ≤ u ≤ 1. Reflection of the tube about its middle exchanges the ends, so

u(z) + u(L − z) = 1.

**4. Knudsen diffusion and matching**

Far from both ends, take u to be linear over the distances that matter, with slope u′. The integrals in (A) may then be extended to infinity and P(ζ) dropped:

W = ∫₀^∞ [u(ζ) − u′x] f dx − ∫₀^∞ [u(ζ) + u′x] f dx
= −2u′ ∫₀^∞ x f dx.

Integration by parts gives ∫ x f dx = ∫ P dx = 2d/3. The boundary term xP vanishes because xP ≤ R²/x. Thus

W = −(4d/3) u′.

The flux per cross-sectional area is J = ΓW. With Γ = n v̄/4,

J = −(n v̄/4)(4d/3) u′ = −D_K d(nu)/dz, D_K = d v̄/3.

The minus sign means that molecules drift toward lower density. The diffusivity contains d because the wall, and not other molecules, ends each flight.

In a long tube the density n u falls, to leading order, linearly from n at the entrance to zero at the exit. Then J = D_K n/L, and division by the incident flux gives

W ≈ (d v̄/3)(n/L)/(n v̄/4) = 4d/(3L).

The speed and the density cancel, as they must for a geometric probability. The matching assumes that the wall density reaches the reservoir values at the two ends. The next two sections prove the limit without that assumption.

**5. An identity for every length**

Integrate (A) over ζ from 0 to L. In the second term, exchange the order of integration and use ∫_z^L f(ζ − z)dζ = 1 − P(L − z). In the third, ∫₀^z f(z − ζ)dζ = 1 − P(z). The ones cancel, leaving

W L = ∫₀^L P(z) dz + ∫₀^L u(z) P(z) dz − ∫₀^L u(z) P(L − z) dz.

In the last integral replace z by L − z and use u(L − z) = 1 − u(z). The result is

W L = 2 ∫₀^L P(z) u(z) dz. (C)

Since u ≤ 1 and P ≥ 0, it follows that

W L ≤ 2 ∫₀^∞ P dz = 4d/3.

The long-tube formula is therefore an upper bound at every length.

Identity (C) also gives the short-tube limit. For L much smaller than R, equation (B) gives u = 1/2 to leading order, since H(0) = 1/2 and the integral is of order L/R. Symmetry gives ∫₀^L u dz = L/2 without approximation. Expanding P = 1 − z/R + … in (C),

W L ≈ L − (2/R)(1/2)(L²/2), so W ≈ 1 − L/d.

A very short tube transmits nearly everything. The expression 4d/(3L), in contrast, exceeds one for L < 4d/3 and cannot be a probability there.

**6. Proof of the long-tube limit**

First, 1 − u(z) does not decrease with z. Take two molecules on the wall at z₁ < z₂ and give them the same sequence of axial steps. This is allowed because the step distribution does not depend on position. The second molecule stays ahead of the first. If the first leaves at the far end, the second has left there already or leaves there at the same step. It cannot have left earlier through the entrance, because the first would then have done so too.

An entering molecule either passes directly or has its first wall hit at some x. Hence

W = P(L) + ∫₀^L f(x)[1 − u(x)] dx.

Keep only x > z in the integral, where 1 − u(x) ≥ 1 − u(z):

W ≥ P(L) + [1 − u(z)][P(z) − P(L)] ≥ P(z)[1 − u(z)]. (D)

At fixed z, W → 0 as L grows, so u(z) → 1. The wall near the entrance comes into equilibrium with the source, which justifies the end value used in the matching. Symmetry gives the other end.

For an explicit lower bound, cut the integral in (C) at some Z ≤ L. By (D) and the upper bound on W,

P u = P − P(1 − u) ≥ P − W ≥ P − 8R/(3L).

The missing tail obeys ∫_Z^∞ P dz ≤ R²/Z. Therefore

W L ≥ 8R/3 − 2R²/Z − 16RZ/(3L).

The two subtracted terms have the smallest sum when they are equal, at Z² = 3RL/8. Their sum is then 4R²/Z. Relative to 8R/3 it is

(3R/2)√(8/(3RL)) = √(6R/L) = √(3d/L).

This is the lower bound stated in section 1. For L < 3d it is negative and says nothing; for longer tubes the chosen Z is smaller than L, as required. Both bounds tend to one, and the limit is proved.

**7. How the limit is approached**

Subtracting (C) from 2∫₀^∞ P dz = 4d/3 shows where the deficit comes from:

4d/3 − W L = 2 ∫_L^∞ P dz + 2 ∫₀^L P(1 − u) dz.

The first term is the tail of flights longer than the tube. The second arises because the wall emits less than a wall in equilibrium with the source. For R ≪ z ≪ L one may estimate P ≈ R²/z² and 1 − u ≈ z/L. The second term then contains (2R²/L) ln(L/R), so the relative deficit contains

(3d/(8L)) ln(2L/d).

This is a leading-logarithm estimate; the terms of order d/L without a logarithm are not determined by it. It explains why the deficit shrinks somewhat more slowly than d/L.

**8. Numerical solution for finite tubes**

Equation (A) can be solved directly. Divide the tube into M cells with edges e₀ = 0, …, e_M = L and take u = u_j constant in the cell from e_j to e_(j+1). The integrals of f are then differences of P. With Q_ij = P(|e_i − e_j|), equation (A) at every edge reads

Q_i0 + Σ_j (Q_i,j+1 − Q_ij) u_j = W, i = 0, …, M.

For a cell to the left of e_i the difference is positive, and for one to the right it is negative, so both signs in (A) are included. There are M + 1 linear equations for the M values u_j and W. The values below use 800 and 1600 cells, extrapolated on the assumption that the leading error is quadratic in the cell width:

W = W₁₆₀₀ + (W₁₆₀₀ − W₈₀₀)/3.

The solutions give:

L/d = 5: W = 0.1909, ratio to 4d/(3L) = 0.716
L/d = 20: W = 0.0595, ratio = 0.892
L/d = 50: W = 0.02528, ratio = 0.948
L/d = 100: W = 0.01294, ratio = 0.971
L/d = 200: W = 0.00656, ratio = 0.984

At L/d = 20 the simple formula is still about 12 % above the finite-length value. The relative deficit multiplied by L/d is about 2.6, 2.9 and 3.2 for the last three tubes. It grows by about 0.3 per doubling, close to the increment (3/8) ln 2 ≈ 0.26 expected from the logarithm.

Ray tracing in three dimensions tests these values without using equation (A). It gives W = 0.1904 ± 0.0006 at L/d = 5 and 0.0596 ± 0.0005 at L/d = 20, where the uncertainties are standard errors. The same flights test identity (C). An entering molecule makes on average 2πRΓu/(πR²Γ) = 2u/R wall hits per unit length. The average of R ΣP(z_hit)/L over entering molecules must therefore equal W. This estimator gives 0.1907 ± 0.0003 and 0.0596 ± 0.0001.

**9. Worked example: a saturated through-pore**

A straight pore has d = 100 nm and L = 10 µm, so L/d = 100. Its walls are saturated, and a model precursor of molar mass 100 g/mol passes without reacting. The source is at T = 500 K and p = 10 Pa, and the far side is vacuum. These are chosen parameters.

The molecular mass is m = 1.6605×10⁻²⁵ kg, and the ideal-gas density is

n = p/(k_BT) = 1.449×10²¹ m⁻³.

For hard spheres of diameter 0.6 nm the mean free path is

λ = 1/(√2 π (0.6 nm)² n) = 4.3×10⁻⁴ m.

This is about 4300 pore diameters and also much more than the pore length, so the flow is free molecular. The mean speed is v̄ = 325.4 m/s, and hence

Γ = (1.449×10²¹ m⁻³)(325.4 m/s)/4 = 1.178×10²³ m⁻² s⁻¹,
D_K = (10⁻⁷ m)(325.4 m/s)/3 = 1.085×10⁻⁵ m²/s.

The diffusive estimate of the flux is

J = D_K n/L = (1.085×10⁻⁵ m²/s)(1.449×10²¹ m⁻³)/(10⁻⁵ m)
= 1.571×10²¹ m⁻² s⁻¹.

Its ratio to Γ is W ≈ 0.01333, equal to 4/(3 × 100). The pore area is 7.854×10⁻¹⁵ m², so 9.25×10⁸ molecules enter per second. The long-tube formula predicts that 1.234×10⁷ per second leave at the far end. The finite-length value W = 0.01294 gives 1.198×10⁷ per second. The simple formula is 3.0 % too high relative to the finite-length result.

The wall profile shows how this difference arises. A fit to the central tenth of the tube gives D_K/(d v̄) ≈ 0.331, which is less than 1 % below 1/3. Since W = −4 [D_K/(d v̄)] d u′, the fitted slope is u′ ≈ −0.978/L, which is about 2.2 % less steep than the −1/L used in the matching. Most of the difference in W therefore comes from the slope, and a smaller part from the local diffusion law. In the first cell u = 0.994, slightly below the value one assumed in the matching.

**10. Use and limits**

If gas of density n₂ at the same temperature stands behind the exit, the two opposing flows add linearly and have the same W by symmetry. The net molecular current is then

πR² W (v̄/4)(n − n₂).

For tubes that are not long, W should come from the solution in section 8 and not from 4d/(3L).

Even weak wall loss can matter in a long tube. Let each wall hit remove a molecule with a small probability β. With N = n u, the loss per tube volume is the wall area per volume, 4/d, times βN v̄/4, which is βv̄N/d. Balancing it with diffusion gives

D_K d²N/dz² = βv̄N/d, so d²N/dz² = 3βN/d².

The density decays over the length d/√(3β). The linear profile requires this length to be much larger than L, or β ≪ d²/(3L²). For the pore in section 9 this means β ≪ 3×10⁻⁵. A precursor that still reacts with the wall can violate this condition, and W then no longer follows from geometry alone.

Specular reflection preserves the axial velocity at the wall. Successive axial steps are then correlated, and (B) no longer describes the walk. Collisions in the gas first interrupt the long, nearly axial flights in the tail of P, so they matter well before the mean free path λ falls to d. In a simple model of a single-speed tracer scattered isotropically in a long tube, the diffusivity lies about 13 % below d v̄/3 at λ = 10d and about 2 % below it at λ = 100d. The finite-length corrections of sections 7 and 8 count flights as long as the tube and assume λ well above L. When λ becomes comparable with d, the derivation fails at its first step.

Computed values

```
Pore diameter: 100 nm
Pore length: 10 micrometre
Aspect ratio L/d: 100 (dimensionless)
Temperature: 500 K
Source pressure: 10 Pa
Molar mass: 100 g/mol
Collision diameter: 0.6 nm
Molecular mass: 1.6605e-25 kg
Number density: 1.4486e+21 m^-3
Mean free path: 4.316e-04 m
Mean free path / d: 4316 (dimensionless)
Mean speed: 325.37 m/s
Incident flux: 1.1783e+23 m^-2 s^-1
Knudsen diffusivity: 1.0846e-05 m^2/s
Pore area: 7.8540e-15 m^2
Diffusive flux estimate: 1.5711e+21 m^-2 s^-1
Entering rate: 9.2544e+08 s^-1
Long-tube W: 0.013333 (dimensionless)
Finite-length W: 0.012945 (dimensionless)
Long-tube transmitted rate: 1.2339e+07 s^-1
Finite-length transmitted rate: 1.1980e+07 s^-1
Long-tube overestimate: 3.00 %
Integral of P divided by d: 0.666667 (dimensionless)
Bulk D/(d*vbar): 0.333333 (dimensionless)
Midtube D/(d*vbar), L/d=100: 0.331227 (dimensionless)
First-cell wall u, L/d=100: 0.99402 (dimensionless)
Finite tubes: L/d, W, 4d/(3L), ratio, lower bound (dimensionless)
  5  0.190942  0.266667  0.7160  0.2254
 20  0.059450  0.066667  0.8918  0.6127
 50  0.025276  0.026667  0.9479  0.7551
100  0.012945  0.013333  0.9709  0.8268
200  0.006560  0.006667  0.9840  0.8775
Ray tracing: L/d, W, std error, identity W, std error (dimensionless)
  5  0.19037  0.00062  0.19074  0.00026
 20  0.05960  0.00053  0.05961  0.00012
```
